# Vacancy redistribution between ion-blocking electrodes: a conservative Nernst-Planck-Poisson solver: a program that tests the result

```python
"""Vacancy migration between ion-blocking electrodes (Nernst-Planck-Poisson).

Result under test: an implicit exponential-flux scheme conserves vacancies,
lowers a free energy, and ends with constant electrochemical potential
eta = kT ln(c/c0) + z e phi = kT ln K,  K = u/(1-exp(-u)),  u = z e V/kT.
Symbols: n = c/c0 (scaled vacancy density), psi = z e phi/kT,
debye = sqrt(eps kT/(z^2 e^2 c0)), lengths in nm, times in s.
Fixed acceptors neutralize the mean vacancy charge.
Material inputs are rough typical values for acceptor-doped rutile TiO2.
"""
import numpy as np
from scipy.constants import k, e, epsilon_0, hbar, h as planck, m_e, pi
from scipy.integrate import solve_bvp, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

length = 200.0            # nm
voltage = 0.5             # V
temperature = 500.0       # K
eps_r = 100.0
charge_number = 2
acceptors = 1.0e18        # cm^-3
diffusivity_cm = 1.0e-13  # cm^2/s
diffusivity = diffusivity_cm * 1e14   # nm^2/s

c0 = acceptors / charge_number        # cm^-3
vt = k * temperature / e              # V
eps = eps_r * epsilon_0
debye = 1e9 * np.sqrt(eps * vt / (charge_number**2 * e * c0 * 1e6))
drop = charge_number * voltage / vt
field_unit = 10 * vt / charge_number  # MV/cm per (1/nm) of scaled field


def bernoulli(x):
    safe = np.where(x == 0, 1.0, x)
    return np.where(x == 0, 1.0, safe / np.expm1(safe))


def bernoulli_slope(x):
    small = np.abs(x) < 1e-3
    safe = np.where(small, 1.0, x)
    b = safe / np.expm1(safe)
    return np.where(small, -0.5 + x / 6, b * (1 - b - safe) / safe)


def volumes(nodes):
    w = np.full(nodes, length / (nodes - 1))
    w[[0, -1]] *= 0.5
    return w


def start(intervals, scaled_drop):
    return np.ones(intervals + 1), np.linspace(scaled_drop, 0, intervals + 1)


def free_energy(n, psi, scaled_drop):
    external = np.linspace(scaled_drop, 0, len(n))
    return np.sum(volumes(len(n)) * (n * (np.log(n) - 1)
                                     + 0.5 * (n - 1) * (psi + external)))


def face_flux(n, psi, h):
    d = np.diff(psi)
    return diffusivity / h * (bernoulli(d) * n[:-1] - bernoulli(-d) * n[1:])


def evolve(n, psi, scaled_drop, debye_length, steps, record=None):
    """Backward Euler, Newton iteration on densities and potentials together."""
    n, psi = n.copy(), psi.copy()
    nodes = len(n)
    h = length / (nodes - 1)
    w = volumes(nodes)
    every = np.arange(nodes)
    left, right = every[:-1], every[1:]
    inner = every[1:-1]
    ends = np.array([0, nodes - 1])
    coupling = (h / debye_length)**2
    for dt in steps:
        old = n.copy()
        energy_old = free_energy(n, psi, scaled_drop) if record is not None else 0
        converged = False
        for _ in range(40):
            d = np.diff(psi)
            bp, bm = bernoulli(d), bernoulli(-d)
            g = dt * diffusivity / h
            moved = g * (bp * n[:-1] - bm * n[1:])
            slope = g * (bernoulli_slope(d) * n[:-1]
                         + bernoulli_slope(-d) * n[1:])
            residual = np.zeros(2 * nodes)
            balance = w * (n - old)
            balance[:-1] += moved
            balance[1:] -= moved
            residual[0::2] = balance
            poisson = np.zeros(nodes)
            poisson[1:-1] = (psi[2:] - 2 * psi[1:-1] + psi[:-2]
                             + coupling * (n[1:-1] - 1))
            poisson[0] = psi[0] - scaled_drop
            poisson[-1] = psi[-1]
            residual[1::2] = poisson

            band = np.zeros((7, 2 * nodes))

            def add(row, col, value):
                band[3 + row - col, col] += value

            add(2 * every, 2 * every, w)
            for sign, row in ((1, left), (-1, right)):
                add(2 * row, 2 * left, sign * g * bp)
                add(2 * row, 2 * right, -sign * g * bm)
                add(2 * row, 2 * left + 1, -sign * slope)
                add(2 * row, 2 * right + 1, sign * slope)
            add(2 * inner + 1, 2 * inner + 1, -2.0)
            add(2 * inner + 1, 2 * inner - 1, 1.0)
            add(2 * inner + 1, 2 * inner + 3, 1.0)
            add(2 * inner + 1, 2 * inner, coupling)
            add(2 * ends + 1, 2 * ends + 1, 1.0)
            change = solve_banded((3, 3), band, -residual)
            n += change[0::2]
            psi += change[1::2]
            if np.max(np.abs(change)) < 1e-8:
                converged = True
                break
        assert converged, "Newton iteration did not converge"
        assert np.min(n) > 0, "density lost positivity"
        if record is not None:
            mu = np.log(n) + psi
            loss = -dt * np.sum(face_flux(n, psi, h) * np.diff(mu))
            fall = energy_old - free_energy(n, psi, scaled_drop)
            record.append((fall, loss, abs(np.sum(w * n) / length - 1)))
    return n, psi


def wall_field(n, psi, debye_length):
    """Scaled field at the anode from Gauss's law in the half volume."""
    h = length / (len(n) - 1)
    return (psi[0] - psi[1]) / h - 0.5 * h * (n[0] - 1) / debye_length**2


# ---- full transient --------------------------------------------------------
intervals = 800
segments = [(0.05, 200), (0.1, 200), (0.5, 140), (2.0, 100),
            (20.0, 35), (100.0, 30)]
n, psi = start(intervals, drop)
record, table, clock = [], [], 0.0
for dt, count in segments:
    n, psi = evolve(n, psi, drop, debye, [dt] * count, record)
    clock += dt * count
    mu = np.log(n) + psi
    table.append((clock, n[-1], wall_field(n, psi, debye), np.ptp(mu)))
record = np.array(record)
drift = np.max(record[:, 2])
assert drift < 1e-9                        # rounding only
assert np.all(record[:, 1] > -1e-7)        # dissipation not negative
assert np.all(record[:, 0] - record[:, 1] > -1e-7)
energy_fall, dissipated = record[:, 0].sum(), record[:, 1].sum()
assert 0.95 < dissipated / energy_fall <= 1 + 1e-9
assert np.ptp(mu) < 1e-6
assert np.all(np.diff(psi) < 0)            # potential stays between electrodes

# ---- stationary state as a continuous boundary-value problem ---------------
contact = drop / (-np.expm1(-drop))        # closed form for c(L)/c0
x = np.linspace(0, length, intervals + 1)


def stationary_rhs(s, y, p):
    dens = np.exp(p[0] - y[0])
    return np.vstack((y[1], -(length / debye)**2 * (dens - 1), dens))


def stationary_bc(a, b, p):
    return np.array([a[0] - drop, b[0], a[2], b[2] - 1])


pick = slice(None, None, 4)
s_guess = x[pick] / length
mass = np.concatenate(([0], np.cumsum(0.5 * (n[1:] + n[:-1])))) / intervals
guess = np.vstack((psi, np.gradient(psi, x) * length, mass))[:, pick]
bvp = solve_bvp(stationary_rhs, stationary_bc, s_guess, guess,
                p=[np.log(n[-1])], tol=1e-7, max_nodes=20000)
assert bvp.success
contact_bvp = np.exp(bvp.p[0])
assert abs(contact_bvp / contact - 1) < 1e-5
psi_error = np.max(np.abs(bvp.sol(x / length)[0] - psi))
assert psi_error < 1e-2                    # second-order mesh error
assert abs(np.mean(mu) - np.log(contact)) < 5e-3
y = bvp.sol(np.linspace(0, 1, 1001))
integral = 0.5 * (debye * y[1] / length)**2 - np.exp(bvp.p[0] - y[0]) - y[0]
assert np.ptp(integral) < 1e-3
field_bvp = -y[1, 0] / length
assert abs(y[1, -1] / y[1, 0] - 1) < 1e-5
field_formula = np.sqrt(2 * (contact - 1 - np.log(contact))) / debye
assert abs(field_formula / field_bvp - 1) < 1e-3
width = field_formula * debye**2
width_sum = np.sum((volumes(len(n)) * (1 - n))[n < 1])
assert abs(width_sum / width - 1) < 1e-2

# ---- mesh convergence of the cathode density -------------------------------
settle = np.concatenate((np.geomspace(0.05, 100, 60), np.full(25, 100.0)))
mesh_error = []
for count in (200, 400):
    coarse, _ = evolve(*start(count, drop), drop, debye, settle)
    mesh_error.append(coarse[-1] / contact - 1)
mesh_error.append(n[-1] / contact - 1)
mesh_ratio = mesh_error[1] / mesh_error[2]
assert 3.4 < mesh_ratio < 4.6

# ---- transient by central differences and Gauss's law ----------------------
cells = 250
cell = length / cells


def gauss_field(dens):
    rise = np.concatenate(([0], np.cumsum(dens - 1))) * cell / debye**2
    return rise + (drop - cell * np.sum(0.5 * (rise[1:] + rise[:-1]))) / length


def lines_rhs(t, dens):
    field = gauss_field(dens)[1:-1]
    flux = np.zeros(cells + 1)
    flux[1:-1] = -diffusivity * (np.diff(dens) / cell
                                 - field * 0.5 * (dens[1:] + dens[:-1]))
    return -np.diff(flux) / cell


lines = solve_ivp(lines_rhs, (0, 30), np.ones(cells), method="BDF",
                  t_eval=[10, 30], rtol=1e-6, atol=1e-8)
assert lines.success
line_fields = [gauss_field(lines.y[:, j])[0] for j in range(2)]
line_shift = max(abs(line_fields[j] / table[j][2] - 1) for j in range(2))
assert line_shift < 5e-3                   # time-step and mesh errors
rough = evolve(*start(intervals, drop), drop, debye, [0.1] * 100)
step_shift = wall_field(*rough, debye) / table[0][2] - 1
assert abs(step_shift) < 1e-2

# ---- small-voltage relaxation rate -----------------------------------------
tiny = charge_number * 1e-4 / vt
state = start(400, tiny)
signal = []
for _ in range(22):
    state = evolve(*state, tiny, debye, [20.0])
    signal.append(state[0][-1] - state[0][0])
change = np.diff(signal)
rate_run = (change[-2] / change[-1] - 1) / 20.0   # undoes backward Euler
half = length / 2


def mode(yy):
    q = np.sqrt(1 / debye**2 - yy)
    return yy - np.tanh(q * half) / (q * half * debye**2)


rate_root = diffusivity * brentq(mode, 0, 0.9 / debye**2)
assert abs(rate_run / rate_root - 1) < 2e-3

# ---- size of neglected effects (rough material inputs) ---------------------
barrier, mass_ratio, breakdown = 1.0, 10.0, 1.0    # eV, m_e, MV/cm
sites, hop, eps_optical, eps_axis = 6e22, 0.3, 6.0, 170.0
activation, use_temperature = 1.0, 350.0           # eV, K
field_si = field_bvp * field_unit * 1e8            # V/m
band_density = 2e-6 * (mass_ratio * m_e * k * temperature
                       / (2 * pi * hbar**2))**1.5  # cm^-3
electron_bound = band_density * np.exp(-(barrier - voltage) / vt)
assert electron_bound < 0.1 * acceptors


def lowering(field):
    return np.sqrt(e * field / (4 * pi * eps_optical * epsilon_0))


richardson = 4 * pi * e * m_e * k**2 / planck**3 * 1e-4   # A/cm^2/K^2
leak = [richardson * temperature**2 * np.exp(-(barrier - lowering(f)) / vt)
        for f in (voltage / (length * 1e-9), field_si)]
tunnel_energy = hbar * field_si / (2 * np.sqrt(2 * m_e * barrier * e))
debye_peak = debye / np.sqrt(contact)
bjerrum = 1e9 * charge_number**2 * e / (4 * pi * eps * vt)
hop_arg = charge_number * hop * 1e-9 * field_si / (2 * vt)
debye_axis = debye * np.sqrt(eps_axis / eps_r)
axis = evolve(*start(400, drop), drop, debye_axis, settle)
axis_field = wall_field(*axis, debye_axis)
slowing = np.exp(activation * e / k * (1 / use_temperature - 1 / temperature))

print(f"film thickness {length:.0f} nm, voltage {voltage:.2f} V")
print(f"temperature {temperature:.0f} K, kT {vt:.5f} eV")
print(f"relative permittivity {eps_r:.0f}, vacancy charge number {charge_number}")
print(f"acceptor density {acceptors:.2e} cm^-3")
print(f"mean vacancy density c0 {c0:.2e} cm^-3")
print(f"vacancy diffusivity {diffusivity_cm:.1e} cm2/s")
print(f"Debye length {debye:.3f} nm, scaled voltage u {drop:.4f}")
print(f"mesh intervals {intervals}, time steps {len(record)}")
print(f"initial wall field {10 * voltage / length:.4f} MV/cm")
print(f"initial spread of eta {charge_number * voltage:.3f} eV")
print("time s | c(L)/c0 | anode field MV/cm | eta spread eV")
for t, top, field, spread in table:
    print(f"{t:6.0f} | {top:8.4f} | {field * field_unit:.5f} | {spread * vt:.2e}")
print(f"largest relative drift of vacancy number {drift:.1e}")
print(f"free-energy fall {energy_fall * k * temperature * c0 * 1e-1:.4f} uJ/cm2")
print(f"dissipation sum / free-energy fall {dissipated / energy_fall:.5f}")
print(f"K closed form {contact:.5f}, boundary-value solver {contact_bvp:.5f}")
print(f"eta scheme {np.mean(mu) * vt:.5f} eV, closed {np.log(contact) * vt:.5f} eV")
print(f"cathode density {contact * c0:.3e} cm^-3")
print(f"anode density {c0 * drop / np.expm1(drop):.3e} cm^-3")
print(f"wall field solver {field_bvp * field_unit:.5f} MV/cm")
print(f"wall field neutral-core formula {field_formula * field_unit:.5f} MV/cm")
print(f"electrode charge initial {eps * voltage / length * 1e11:.4f} uC/cm2")
print(f"electrode charge final {eps * field_si * 100:.4f} uC/cm2")
print(f"depletion charge width {width:.2f} nm, from profile {width_sum:.2f} nm")
print("mesh errors of c(L), 200/400/800 intervals: "
      + " ".join(f"{100 * v:.3f}%" for v in mesh_error))
print(f"error ratio 400 to 800 intervals {mesh_ratio:.3f}")
print(f"largest scaled-potential difference from solver {psi_error:.1e}")
print(f"field difference from method of lines {100 * line_shift:.3f}%")
print(f"field shift at 10 s, step 0.1 s against 0.05 s {100 * step_shift:.3f}%")
print(f"small-voltage time: run {1 / rate_run:.3f} s, root {1 / rate_root:.3f} s")
print(f"thin-layer estimate {debye * length / (2 * diffusivity):.3f} s")
print(f"rough barrier {barrier:.1f} eV, electron mass {mass_ratio:.0f} m_e")
print(f"electron density upper bound {electron_bound:.2e} cm^-3")
print(f"bound / acceptors {electron_bound / acceptors:.4f}")
print(f"bound / band density (degeneracy) {electron_bound / band_density:.1e}")
print(f"wall field / rough breakdown {field_bvp * field_unit / breakdown:.3f}"
      f" (breakdown {breakdown:.0f} MV/cm)")
print(f"tunnelling energy scale, mass 1 m_e {tunnel_energy * 1e3:.3f} meV")
print(f"image lowering {lowering(field_si):.4f} eV (optical eps {eps_optical:.0f})")
print(f"emission-limit leakage before {leak[0]:.2e}, after {leak[1]:.2e} A/cm2")
print(f"leakage ratio {leak[1] / leak[0]:.3f}, heat {leak[1] * voltage:.2e} W/cm2")
print(f"oxygen-site filling at cathode {contact * c0 / sites:.2e}"
      f" (sites {sites:.0e} cm^-3)")
print(f"correlation shift: mean {bjerrum / (2 * debye):.3f} kT,"
      f" cathode {bjerrum / (2 * debye_peak):.3f} kT")
print(f"hopping enhancement {100 * (np.sinh(hop_arg) / hop_arg - 1):.3f}%"
      f" (hop {hop:.1f} nm)")
print(f"permittivity {eps_axis:.0f}: field {axis_field * field_unit:.4f} MV/cm,"
      f" width {axis_field * debye_axis**2:.1f} nm")
print(f"diffusion slowing at {use_temperature:.0f} K {slowing:.2e}"
      f" (activation {activation:.1f} eV)")
print("tests ok")
```

Output:

```
film thickness 200 nm, voltage 0.50 V
temperature 500 K, kT 0.04309 eV
relative permittivity 100, vacancy charge number 2
acceptor density 1.00e+18 cm^-3
mean vacancy density c0 5.00e+17 cm^-3
vacancy diffusivity 1.0e-13 cm2/s
Debye length 10.911 nm, scaled voltage u 23.2090
mesh intervals 800, time steps 705
initial wall field 0.0250 MV/cm
initial spread of eta 1.000 eV
time s | c(L)/c0 | anode field MV/cm | eta spread eV
    10 |   3.7488 | 0.04405 | 8.59e-01
    30 |   9.3143 | 0.07435 | 6.63e-01
   100 |  21.0752 | 0.11594 | 1.26e-01
   300 |  23.1557 | 0.12191 | 2.59e-04
  1000 |  23.1598 | 0.12192 | 6.77e-12
  4000 |  23.1598 | 0.12192 | 2.30e-16
largest relative drift of vacancy number 3.3e-16
free-energy fall 0.2720 uJ/cm2
dissipation sum / free-energy fall 0.99788
K closed form 23.20904, boundary-value solver 23.20904
eta scheme 0.13540 eV, closed 0.13549 eV
cathode density 1.160e+19 cm^-3
anode density 9.662e+08 cm^-3
wall field solver 0.12192 MV/cm
wall field neutral-core formula 0.12192 MV/cm
electrode charge initial 0.2214 uC/cm2
electrode charge final 1.0795 uC/cm2
depletion charge width 67.38 nm, from profile 67.32 nm
mesh errors of c(L), 200/400/800 intervals: -3.128% -0.833% -0.212%
error ratio 400 to 800 intervals 3.932
largest scaled-potential difference from solver 2.1e-03
field difference from method of lines 0.020%
field shift at 10 s, step 0.1 s against 0.05 s -0.013%
small-voltage time: run 102.611 s, root 102.586 s
thin-layer estimate 109.113 s
rough barrier 1.0 eV, electron mass 10 m_e
electron density upper bound 1.56e+16 cm^-3
bound / acceptors 0.0156
bound / band density (degeneracy) 9.1e-06
wall field / rough breakdown 0.122 (breakdown 1 MV/cm)
tunnelling energy scale, mass 1 m_e 1.190 meV
image lowering 0.0541 eV (optical eps 6)
emission-limit leakage before 4.42e-03, after 8.78e-03 A/cm2
leakage ratio 1.988, heat 4.39e-03 W/cm2
oxygen-site filling at cathode 1.93e-04 (sites 6e+22 cm^-3)
correlation shift: mean 0.061 kT, cathode 0.295 kT
hopping enhancement 0.120% (hop 0.3 nm)
permittivity 170: field 0.0935 MV/cm, width 87.9 nm
diffusion slowing at 350 K 2.09e+04 (activation 1.0 eV)
tests ok
```
